Length of a tip-written needle domain: a logarithmically corrected 3/2 power

In a model ferroelectric crystal, a needle domain shaped as half a spheroid, with its radius held at 100 nm at the surface, reaches equilibrium at a length of 5.07 μm, and one with a radius of 1000 nm at 196 μm. A tenfold radius has lengthened the needle 38.8 times. A length proportional to the radius would have given a factor 10, and a power 3/2 gives 31.6. The power 3/2 follows from a balance between wall energy and depolarization energy; the excess comes from a logarithm in the second of these.

Let the polar axis z point into the crystal from its surface at z = 0. The crystal has polarization −P along z, and a biased tip reverses it to +P inside half a prolate spheroid,

ρ²/r² + z²/l² = 1, z > 0, l ≫ r,

where ρ is the distance from the axis. This shape is assumed, and only r and l may vary. The wall energy per area σ is taken as isotropic. The relative permittivities are ε_a across the axis and ε_c along it, equal inside and outside the domain, and κ = √(ε_a/ε_c). Charge at the surface is assumed to be fully compensated, so that without tip bias the surface has potential zero. The crystal is much thicker than l and, at first, has neither mobile carriers nor pinning. Formulas are in SI form.

For the wall area, write ρ = r cos u and z = l sin u, with u from 0 to π/2. The arc element is √(r² sin²u + l² cos²u) du, which for a needle becomes l cos u du except close to the apex. Hence

S = ∫ 2πρ ds ≈ 2πrl ∫ cos²u du = π²rl/2,
W_w = σS = A r l, A = π²σ/2.

The electrical source is the change of polarization, M = 2P inside the domain and zero outside. The original uniform polarization gives no field, because its surface charge is compensated. Zero divergence of the displacement requires

ε_a ∇⊥²φ + ε_c ∂²φ/∂z² = (1/ε0) ∂M/∂z.

The condition φ = 0 at z = 0 is met by adding image charges of opposite sign at −z. Since the bound charge is −∂M/∂z, this continues M as an even function and completes the full spheroid. Now put z' = κz. Because ε_cκ² = ε_a, the equation becomes

∇'²φ = (1/ε0) ∂M'/∂z', M' = 2Pκ/ε_a.

This is a vacuum problem for a spheroid with half-length b = κl, radius r and uniform polarization M'.

Its field can be built from a line charge. Let f = √(b² − r²), taking b > r, and place a charge density αs at position s on the axis, −f < s < f. Let R₊ and R₋ be the distances from a field point to the ends s = +f and s = −f. Elementary integration gives the potential

φ = (α/4πε0) {R₊ − R₋ + z' ln[(R₊ + f − z')/(R₋ − f − z')]}.

On a spheroid of half-length b with these foci, R₊ = b − fz'/b and R₋ = b + fz'/b. The numerator in the logarithm is then (b + f)(1 − z'/b) and the denominator (b − f)(1 − z'/b), so

φ = z' h(b), h(b) = (α/4πε0) {ln[(b + f)/(b − f)] − 2f/b}.

Outside the domain, b labels the confocal spheroid through the field point. Inside, take φ = z'h with h fixed at its surface value; this is harmonic and continuous with the outer potential.

The surface charge must also be right. Write a confocal spheroid as G = z'²/b² + ρ²/(b² − f²) = 1. Differentiation gives ∂G/∂b = −(b/2)|∇G|², so b changes along the outward normal at the rate 2/(b|∇G|). The normal has the component n = 2z'/(b²|∇G|) along the axis. Therefore z' ∂b/∂(normal) = bn, and the outer normal derivative of φ is n(h + bh'), while the inner one is nh. The surface charge is ε0 times the inner minus the outer derivative, or −ε0bh'n. It has the form M'n of a uniformly polarized body, with M' = −ε0bh'. Since

h' = (α/4πε0) [−2f/(b² − f²) + 2f/b²] = −(α/4πε0) 2f³/(b²r²),

the inner field is −h = −NM'/ε0 with

N = h/(−bh') = (br²/2f³) {ln[(b + f)/(b − f)] − 2f/b}.

For a needle f → b, while b − f = r²/(b + f) → r²/2b. The logarithm tends to 2 ln(2b/r), and

N ≈ (r/κl)² (L − 1), L = ln(2κl/r).

Returning to z multiplies the field by κ, so E_z = −κN·2Pκ/(ε0ε_a) = −2PN/(ε0ε_c). The energy of the charges is half the integral of charge density times potential. Integration by parts, with φ = 0 on the surface, turns this into −½∫ME_z dV. The half spheroid has volume 2πr²l/3, so

W_d = ½ (2P)² [N/(ε0ε_c)] (2πr²l/3) = 4πNP²r²l/(3ε0ε_c).

With the needle form of N and ε_cκ² = ε_a,

W_d = B r⁴ (L − 1)/l, B = 4πP²/(3ε0ε_a).

The physical reason for this form is that the total bound charge on the wall, 2P·πr², does not depend on length. Stretching the needle spreads this charge out and lowers its electrostatic energy, roughly as charge squared over length. The wall energy opposes the stretching.

This balance determines l once r is given. It cannot supply r as well, since at fixed l

∂(W_w + W_d)/∂r = A l + B r³ [4(L − 1) − 1]/l,

which is positive for a needle. Without the tip the domain would shrink. Let the tip impose the surface potential Ua/√(ρ² + a²), with the sign of U favouring reversal and a the length that sets the width of the tip's potential. Inside the crystal the potential is Ua/√[ρ² + (κz + a)²], which is that of a point charge in the rescaled coordinates. The interaction energy −∫ME_z dV, integrated down each column to the wall at z_w = l√(1 − ρ²/r²), is

W_t = −4πP ∫₀^r ρ [φ(ρ,0) − φ(ρ,z_w)] dρ.

The surface term gives −4πPUa[√(r² + a²) − a], independent of l. In the other term φ ≈ Ua/(κz_w) when κl ≫ r and a, and ∫₀^r ρ dρ/√(1 − ρ²/r²) = r². Thus

W_t ≈ −4πPUa[√(r² + a²) − a] + 4πPUar²/(κl).

The tip sets the radius through the first term. The second falls as 1/l, but so does the depolarization energy apart from a logarithm, so it remains a correction to the length even for long needles. Leave it aside for now and hold r fixed. Since ∂L/∂l = 1/l,

∂(W_w + W_d)/∂l = A r + B r⁴ [1 − (L − 1)]/l² = A r − B r⁴Λ/l²,
Λ = L − 2 = ln(2κl/r) − 2.

Setting this to zero gives the length,

l = r^{3/2} √(Λ/R0), R0 = A/B = 3πε0ε_aσ/(8P²).

The second derivative is B r⁴(2Λ − 1)/l³. With B r⁴/l² = A r/Λ from the balance, the stiffness is

K = A r (2Λ − 1)/(Λl),

which is positive for Λ > 1/2. The implicit equation can also have a shorter solution with Λ < 1/2, which is a maximum of the energy. Dividing the two energies at the minimum gives W_d/W_w = (L − 1)/Λ = (Λ + 1)/Λ. Simply equating them would therefore keep the power 3/2 and replace Λ by Λ + 1.

To see what the logarithm does, take the differential of 2 ln l = 3 ln r + ln Λ − ln R0. With s = d ln l/d ln r and dΛ = d ln l − d ln r,

2s = 3 + (s − 1)/Λ,
s = (3Λ − 1)/(2Λ − 1) = 3/2 + 1/[2(2Λ − 1)].

The local exponent lies above 3/2 on the stable branch. It approaches 3/2 as Λ grows, but slowly, since l/r = √(rΛ/R0) makes Λ increase roughly as half the logarithm of r.

The example takes P = 50 μC/cm², ε_a = 50, ε_c = 45 and σ = 50 mJ/m², so that κ = 1.054 and R0 = 0.1043 nm. For r = 100 nm, r/R0 = 958.7. Solving the implicit equation numerically gives Λ = 2.670, and

l = 100 nm × √(958.7 × 2.670) = 5.06 μm.

Putting l/r = 50.6 back into the logarithm returns ln(2 × 1.054 × 50.6) − 2 = 2.67. Numerical minimization with the complete area integral and the complete N, without the needle limit, gives 5.07 μm. There the wall energy is 780 keV and the depolarization energy 1070 keV, a ratio of 1.37. The stiffness is 0.0079 N/m, so at T = 300 K the thermal fluctuation √(k_BT/K) is about 0.7 nm, negligible beside the length.

The same minimization gives local exponents of 1.639, 1.613, 1.571 and 1.552 at radii of 50, 100, 1000 and 10,000 nm. Carrying a pure 3/2 power from 100 to 1000 nm would predict 160 μm, or 0.815 of the 196 μm found. At 10,000 nm the formal length is 7.1 mm. This shows the slow approach to 3/2, but a wafer roughly half a millimetre thick could not hold such a needle.

With the tip on, r and l can be found together by making the total energy stationary in both. For a = 50 nm, a voltage of 27.5 V selects r = 100 nm, and the length becomes 5.42 μm, 6.9 % above the value without the tip. The increase comes from the 1/l term in W_t, which adds a pull towards greater length:

A r l² = B r⁴Λ + 4πPUar²/κ.

If the voltage is varied to select different radii at fixed a, the local exponent at 100 nm is 1.563 instead of 1.613. The limit r ≫ a shows why it is lower. The energy gained from the tip is then linear in r, while the wall and depolarization energies vary as rl, or r^{5/2} apart from logarithms. Balancing their derivatives gives U ∝ r^{3/2}. With logarithms again left aside, the second term on the right, relative to the first, then falls as r^{−1/2}, so the tip lengthens narrow needles by a larger fraction than wide ones.

These lengths depend on the assumed shape. At 27.5 V the tip's field outweighs the depolarization field and the wall tension on the side wall only down to a depth of about 0.6 μm. Below that the side wall is pushed inward down to about 5.2 μm, and in the model only the imposed spheroid holds it; the last 0.2 μm near the apex is pushed outward by the wall charge, and this push stretches the needle. If the profile is multiplied by exp(−ct − dt²), with t = z/l and c and d free, minimization at the same voltage gives a radius of about 125 nm and a length of nearly 8 μm. The power 3/2 is less sensitive. For any fixed slender profile the wall energy varies as rl and the depolarization energy as r⁴/l, apart from a logarithm, so a change of profile alters mainly the prefactor.

Pinning leads to a different power. Suppose that advancing the wall dissipates 2PE_c per swept volume, where E_c is the coercive field. At fixed r this adds (4π/3)PE_c r² to the resistance A r, and growth stops at

l² = r³Λ/[R0(1 + q)], q = 8PE_c r/(3πσ).

For q ≪ 1 the previous law survives. For q ≫ 1 the radius cancels from the equation for l/r, and l becomes proportional to r. With E_c = 0.001 MV/cm the crossover q = 1 lies at r = 1178 nm. At 100 nm, q = 0.085 and the needle stops 4.9 % short, at 4.82 μm; at ten crossover radii the local exponent has dropped to 1.05. The larger radii quoted earlier therefore describe a crystal without pinning.

With E_c = 0.2 MV/cm the crossover radius is 5.9 nm, and q = 17.0 at 100 nm. The stopping condition becomes (l/r)² = 958.7Λ/18.0 = 53Λ. But (l/r)²/Λ has its minimum at Λ = 1/2, where l/r = e^{5/2}/(2κ) = 5.8 and the ratio is 67. The needle equation then has no solution. This is a failure of the slender limit, which is rough at so small an aspect ratio. The complete spheroid energy with the same dissipation still has a stopping point, at l/r ≈ 6.2, about an eighth of the unpinned length. So stubby a domain is no needle, and the law does not describe it.

The apex strains another assumption. Continuity of the normal displacement gives a field just outside it of

E_out = (1 − N) 2P/(ε0ε_c) = 25 MV/cm,

against 0.032 MV/cm inside the domain. Take 3 MV/cm as a rough breakdown field. Elsewhere on the wall the outer normal field is nearly 2Pn/(ε0ε_n), with n now the axial component of the normal to the real wall and ε_n = ε_a(1 − n²) + ε_c n². It exceeds breakdown on a cap that carries 2.1 % of the wall charge. Removing that cap's charge and its image, and summing the Coulomb energy of the remaining charged rings numerically, lowers W_d by a fraction δ = 0.049 at fixed length.

The force changes by more than this fraction, because the cap's share of the charge falls roughly as 1/l². If δ does the same, differentiating W_d(1 − δ) and using −∂W_d/∂l = W_w/l at the minimum multiplies the stretching force by

1 − δ(1 + 2W_d/W_w) = 1 − 0.049 × (1 + 2 × 1.37) = 0.82.

To first order the relative change of length is −0.18/(2 − 1/Λ), or about −11 %. A shorter needle has a larger cap, however, so the screened share grows as the needle retreats. Minimizing the energy with this included gives about −15 %. This minimum is only local: the energy passes a maximum near half the unscreened length and is lower still for much shorter domains. The estimate assumes complete screening of a cap that readjusts at every length, and it is then larger than the shifts due to the tip or to weak pinning. If the screened share stays fixed at 2.1 %, the shift is only about −3 %. Since the cap holds a larger share of the charge on narrower needles, such readjusting screening also makes the length rise more steeply with radius, with a local exponent near 2.0 at 100 nm. At 50 nm it leaves no needle minimum at all.

The tip's own field is also strong. At 27.5 V it reaches κU/a = 5.8 MV/cm at the surface and exceeds the assumed breakdown field down to about 19 nm on the axis. The results with the tip on leave out any charge injected there.

The parameters are rough values in the regime of near-stoichiometric lithium tantalate. The lower coercive field belongs to unusually soft crystals of this kind, while 0.2 MV/cm is roughly that of ordinary congruent material, where pinning removes the basis of the law at this radius. The length is also sensitive to the wall energy. Since l/r depends on σ through r/R0, doubling σ at 100 nm gives the aspect ratio found at 50 nm with the original σ, which is 32.7, and the length falls from 5.06 to 3.27 μm. Compensation of the surface charge depends on the electrode or on adsorbed charge, and the numbers here do not cover a surface where it is incomplete. For a design estimate, the 3/2 law needs a slender domain well inside the crystal, a compensated surface, a wall charge left largely unscreened, q ≪ 1 and a profile that keeps its form as the radius changes. Pinning this weak cannot hold the side wall, and the tip holds only its upper part, so the lengths given here are those of an assumed half spheroid, not predictions for a real domain. The logarithm must be kept when a length is carried from one radius to another.

Numerical values quoted here were computed with a short program.
